\section*{Two-beam diffraction from strained films: layer recursion and its errors, part 2}

A 2000~\AA{} film with planes 0.5\% farther apart than its substrate's is joined to it by a 500~\AA{} graded buffer. Bragg's law puts the film peak $3302.8~\mu$rad below the substrate Bragg angle $\theta_B$, the two-beam recursion only $3227.5~\mu$rad below. This $75~\mu$rad shift and the recursion's accuracy are to be explained.

Fields vary as $e^{-i\omega t}$; $K=\omega/c=2\pi/\lambda$, $z$ is depth, primes mean $d/dz$, and $\theta$ is the glancing angle. The susceptibility has Fourier coefficients $\chi_g$ ($\chi_h,\chi_{\bar h}$ for $\pm\mathbf h$); for neutrons $\chi=-4\pi\rho_b/K^2$, with $\rho_b$ the scattering-length density. The displacement is $\mathbf u$, with $u'=\epsilon/(1+\epsilon)$ for fractional plane expansion $\epsilon$. The polarisation factor is $C$ ($1$ for $\sigma$ and neutrons). The incident and diffracted amplitudes $E_0,E_h$ obey, along their beams $s_0,s_h$,
\begin{align}
\frac{2i}{K}\,\partial_{s_0}E_0&=-\chi_0E_0-C\chi_{\bar h}e^{i\mathbf h\cdot\mathbf u}E_h,\nonumber\\
\frac{2i}{K}\,\partial_{s_h}E_h&=(\alpha-\chi_0)E_h-C\chi_he^{-i\mathbf h\cdot\mathbf u}E_0 .
\label{TT}
\end{align}
Here $\alpha=4\sin\theta_B(\sin\theta_B-\sin\theta)$. With $\gamma_0,\gamma_h$ the moduli of the direction cosines along $z$,
\begin{equation}
\delta=-K\gamma_h-K\gamma_0-h_z .
\label{delta}
\end{equation}
The linearised geometry instead takes $\delta=K\alpha/2\gamma_h$ with cosines at the Bragg angle.

With $G=E_he^{i\mathbf h\cdot\mathbf u}$, $X=G/E_0$ obeys
\begin{equation}
X'=-i\left(PX^2+2BX+Q\right),
\label{riccati}
\end{equation}
where $P=KC\chi_{\bar h}/2\gamma_0$, $Q=KC\chi_h/2\gamma_h$, $2B=\frac{K\chi_0}{2}(\frac1{\gamma_0}+\frac1{\gamma_h})-\delta-\mathbf h\cdot\mathbf u'$. Also $\kappa=\sqrt{PQ}$, $r=X(0)e^{-i\mathbf h\cdot\mathbf u(0)}$ and $R=(\gamma_h/\gamma_0)|X(0)|^2$. The flux $J=\gamma_0|E_0|^2-\gamma_h|G|^2$ obeys
\begin{equation}
J'=-K\,\mathrm{Im}\left[\chi_0(|E_0|^2+|G|^2)+C\chi_{\bar h}E_0^*G+C\chi_hG^*E_0\right].
\label{flux}
\end{equation}

Let $s^2=B^2-PQ$, $\mathrm{Im}\,s>0$. The substrate solution, the fixed point $X_+=(-B+s)/P$, is
\begin{equation}
X_\infty=-\frac{Q}{B+s}.
\label{sub}
\end{equation}
Rising through a uniform layer of thickness $t$ applies $e^{-iNt}$, $N=\begin{pmatrix}B&P\\-Q&-B\end{pmatrix}$, to $(E_0,G)^T$, up to a common factor. With $w=e^{2ist}$,
\begin{equation}
X_{\rm top}=\frac{Xs(1+w)-(Q+BX)(1-w)}{s(1+w)+(B+PX)(1-w)}.
\label{rec}
\end{equation}
A lossless free slab at $B=0$ has $X_{\rm top}=iQ\tanh(\kappa t)/\kappa$ and $R=\tanh^2\kappa t$. The lossless symmetric Darwin plateau is centred at $\theta-\theta_B=-\chi_0/\sin2\theta_B$, with width $2|C\chi_h|/\sin2\theta_B$.

\subsection{Algorithm and discretisation error}

For each angle:
\begin{enumerate}
\item compute $\gamma_0$, $\gamma_h$, $C$ at the true angle and $\delta$ from (\ref{delta});
\item start from (\ref{sub}) with the substrate coefficients;
\item apply (\ref{rec}) upward, once per uniform layer, and once per lamella of thickness $\Delta$ in a graded layer, with $P,B,Q$ taken at the lamella midpoint;
\item form $r$ and $R$.
\end{enumerate}
The upward direction is the stable one, since a small deviation from $X_+$ is multiplied by $w$. The factor $1-w$ is evaluated with an \texttt{expm1} routine, because for small $st$ both lines of (\ref{rec}) are proportional to $s$; at $s=0$ the limit $[X+it(Q+BX)]/[1-it(B+PX)]$ applies.

In a lamella let $iN=a+b\tau$, with $\tau$ measured from the midpoint. The exact propagator is $1+\int A+\iint_{\tau_1>\tau_2}A_1A_2+\dots$ with $A=iN$, whereas $\exp\int A$ has the second-order term $\frac12\iint_{\tau_1>\tau_2}(A_1A_2+A_2A_1)$. The difference is $\frac12\iint[A_1,A_2]$. With $[A_1,A_2]=(\tau_2-\tau_1)[a,b]$ and $\iint(\tau_1-\tau_2)=\Delta^3/6$ it equals $-\Delta^3[a,b]/12=\Delta^3[N,N']/12$. The midpoint rule gives $\int A$ exactly for a linear profile; curvature would add another term of order $\Delta^3$. For $|X|\ll1$ the error in $X$ comes from the lower-left element,
\begin{equation}
[N,N']_{21}=(-QB'+BQ')-(-Q'B+B'Q)=2(BQ'-QB').
\end{equation}
Adding the moduli over $t_b/\Delta$ lamellae bounds the leading-order absolute error in $X$ by $t_b\Delta^2|BQ'-QB'|/6$, so the method is of second order. For linear $B$ and $Q$ the combination is independent of depth. At the film peak it can be evaluated at the film side, where $B\simeq0$, $Q=Q_f$ and $|B'|\simeq|\mathbf h\cdot\mathbf u'_f|/2t_b$, and the bound becomes $|Q_f|\,|\mathbf h\cdot\mathbf u'_f|\,\Delta^2/12$.

\subsection{Kinematic limit}

Without the term $PX^2$, which describes scattering back into the incident beam, (\ref{riccati}) gives $\frac{d}{dz}\big[Xe^{2i\int_0^zB}\big]=-iQe^{2i\int_0^zB}$. The exponential vanishes at depth because $\mathrm{Im}\,B>0$, so
\begin{equation}
X_{\rm kin}(0)=i\int_0^\infty Q\,\exp\Big(2i\int_0^zB\,dz'\Big)dz .
\label{kin}
\end{equation}
A uniform film over a value $X_b$ at its lower face gives, with $y=Bt$,
\begin{equation}
X_{\rm kin}=e^{iy}\left[iQt\,\frac{\sin y}{y}+X_be^{iy}\right].
\label{kinfilm}
\end{equation}
The film term peaks at $\mathrm{Re}\,B=0$. In the symmetric case $\mathbf h\cdot\mathbf u'=-|\mathbf h|u'$, and the condition $K\,\mathrm{Re}\chi_0/\sin\theta+2K\sin\theta-|\mathbf h|(1-u')=0$ gives, to first order in $\chi_0$,
\begin{equation}
\sin\theta=\sin\theta_f-\frac{\mathrm{Re}\chi_0}{2\sin\theta_f},\qquad \sin\theta_f=\frac{\sin\theta_B}{1+\epsilon}.
\label{peak}
\end{equation}
Without absorption its zeros lie at $y=k\pi$ with $k$ a non-zero integer, and $dB/d\theta\simeq K\cos\theta$, so the fringe period is $\pi/(Kt\cos\theta)=\lambda/(2t\cos\theta)$. At $B=0$ the ratio of $iQt$ to $iQ\tanh(\kappa t)/\kappa$ is $1+(\kappa t)^2/3+\dots$, which measures the kinematic error in amplitude.

The value $X_b$ moves the peak. For real negative $Q$, real $y$ and $|X_b|\ll|Q|t$, the modulus of the bracket is its component along $-i$, namely $|Q|t(1-y^2/6)-\mathrm{Im}X_b(1-y^2/2)-y\,\mathrm{Re}X_b$. Treating $X_b$ as independent of angle, the maximum lies at
\begin{equation}
y=\frac{-\mathrm{Re}X_b}{|Q|t/3-\mathrm{Im}X_b},
\label{pull}
\end{equation}
and $y/\pi$ is the shift in units of the fringe period.

\subsection{Worked example}

The parameters are round model values. The reflection is symmetric with $\sigma$ polarisation, $\lambda=1.54980$~\AA, $K=4.05418$~\AA$^{-1}$, $d=1.4$~\AA, $|\mathbf h|=4.48799$~\AA$^{-1}$, $\theta_B=33.6075^\circ$. The substrate has $\chi_0=(-2.0+0.1i)\times10^{-5}$ and $\chi_h=\chi_{\bar h}=(-0.8+0.04i)\times10^{-5}$. The film has $t=2000$~\AA, $\epsilon=0.005$, $\chi_0=(-5.0+0.3i)\times10^{-5}$ and $\chi_h=\chi_{\bar h}=(-2.4+0.14i)\times10^{-5}$. Between them lies a 500~\AA{} buffer in which $u'$ and the $\chi_g$ are linear in depth. The lengths $\pi/|\kappa|$ are $1.07\times10^5$~\AA{} in the substrate and $3.55\times10^4$~\AA{} in the film, where $|\kappa|t=0.177$.

At the film peak $\sin\theta=0.550810$, $\delta=2.181870\times10^{-2}$~\AA$^{-1}$ and $\mathbf h\cdot\mathbf u'=-2.232831\times10^{-2}$~\AA$^{-1}$. In units of $10^{-5}$~\AA$^{-1}$,
\begin{align*}
2B&=\frac{4.05418\,(-5.0+0.3i)}{0.550810}+(2232.831-2181.870)=14.159+2.208i,\\
P&=Q=-8.8325+0.5152i,\\
s^2&=(48.90+15.63i)-(77.75-9.10i)=-28.85+24.73i,\\
s&=2.139+5.781i,
\end{align*}
so $2ist=-0.2313+0.0856i$ and $w=0.7906+0.0678i$. The substrate gives $X_\infty=-1.340\times10^{-3}+6.7\times10^{-5}i$, and 200 lamellae carry it to $X_b=-0.01001-0.01130i$ at the top of the buffer. The pieces of (\ref{rec}) are
\begin{align*}
s(1+w)&=3.438+10.497i, & X_bs(1+w)&=0.084-0.144i,\\
(Q+BX_b)(1-w)&=-1.833+0.692i, & (B+PX_b)(1-w)&=1.583-0.235i,
\end{align*}
\begin{equation*}
X(0)=\frac{1.917-0.836i}{5.021+10.262i}=0.0080-0.1829i,\qquad R=0.03350 .
\end{equation*}
With $u(0)=-11.1940$~\AA{} the phase of $r/X(0)$ is $|\mathbf h|u(0)=-50.239$~rad, or $+0.027$~rad modulo $2\pi$, and $r=0.01294-0.18258i$.

The $75~\mu$rad of the opening divide as follows. Refraction, by (\ref{peak}), moves the peak from $-3302.8$ to $-3248.4~\mu$rad. The recursion puts it a further $20.9~\mu$rad higher, at $-3227.5~\mu$rad. The following estimate assigns most of this to the layers below; multiple scattering within the film and the angle dependence of $Q$, both absent from (\ref{peak}), can also contribute and were not separated. Estimate (\ref{pull}), with $|\mathrm{Re}\,Q|t=0.1767$, gives $y=0.01001/(0.0589+0.0113)=0.143$, and $0.143/\pi$ of the fringe period $464.2~\mu$rad (95.75 arcsec) is $21~\mu$rad. The agreement is closer than the estimate warrants: without the buffer it gives $y=0.00134/0.0589=0.023$, or $3.4~\mu$rad, whereas the recursion finds the peak at $-3245.7~\mu$rad, a shift of $2.7~\mu$rad. A strain read from (\ref{peak}) for the buffered film would be low by $21/3303$, about 0.6\% of the strain. Without the buffer, six fringe minima below the peak have a mean spacing of $463.6~\mu$rad, against $463.7~\mu$rad from $\lambda/(2t\cos\theta)$ at their mean angle.

The kinematic amplitude at the peak is $0.0080-0.1850i$, which differs from $X(0)$ by 1.17\% of $|X(0)|$; the excess in $R$ is twice that, $0.03429/0.03350=1.024$. The slab estimate $(\kappa t)^2/3$ gives 1.04\%. This estimate leaves out the buffer.

The substrate peak has $R=0.718$ at $18.2~\mu$rad (3.75 arcsec), below the lossless Darwin centre $21.693~\mu$rad but within the plateau of width $17.354~\mu$rad. Equation (\ref{flux}) gives the direction of this shift. At the plateau edges $s\simeq0$ and $X\simeq-Q/B$; with $\mathrm{Re}\,Q<0$ this is $-1$ at the low-angle edge ($B<0$) and $+1$ at the other. The loss is then proportional to $\mathrm{Im}\chi_0-\mathrm{Im}\chi_h$ and $\mathrm{Im}\chi_0+\mathrm{Im}\chi_h$ respectively, 0.6 against 1.4 in units of $10^{-6}$, so the low-angle side absorbs less.

For neutrons of the same wavelength (0.03406~eV), $\rho_{bh}=3.0\times10^{-6}$~\AA$^{-2}$ gives $\chi_h=-2.294\times10^{-6}$ and $\kappa=8.400\times10^{-6}$~\AA$^{-1}$. A lossless slab of 98000~\AA{} has $\kappa t=0.8232$ and $R=\tanh^20.8232=0.4581$ at $B=0$, the value also obtained from the full wave equation.

\subsection{Error budget and limits}

All errors here are absolute errors in the amplitude, relative to an incident amplitude of one, and come from the numerical check that follows.

The discretisation error, measured against adaptive integration of (\ref{riccati}) and maximised over five angles, is $6.19\times10^{-5}$, $1.55\times10^{-5}$ and $3.87\times10^{-6}$ for 20, 40 and 80 lamellae, falling fourfold per halving as tested. For 20 lamellae, $\Delta=25$~\AA, the bound at the film peak is $8.8\times10^{-5}\times0.0223\times625/12=1.0\times10^{-4}$; it lies above the largest error found over the five angles, although it was derived for the film peak alone. With 200 lamellae the error is $6.2\times10^{-7}$, far below the error of the model.

The model error was tested against the Helmholtz equation for the full stack. The program asserts only that this reference changes by less than $10^{-4}$ at three angles when its steps per period are doubled from 24 to 48, so the differences quoted next are not shown to be resolved more finely than that. The model error is below $10^{-4}$ over the sampled substrate and film angles, comparable with the scale $|\chi_0|/\sin^2\theta_B=1.6\times10^{-4}$. At the film peak the full equation gives $0.01299-0.18259i$, which exceeds the recursion by $5\times10^{-5}$ in the real part. In a symmetric reflection the specular and diffracted beams coincide, and the Fresnel amplitude $(q-q')/(q+q')$, with $q=K\sin\theta$ and $q'\simeq q+K^2\chi_0/2q$, equals $-\chi_0/4\sin^2\theta\simeq+4.1\times10^{-5}$. For the surface termination used here it has the sign and most of the size of the difference in the real part. Other dropped terms of the same order, such as the non-resonant reflection from $\chi_{\bar h}$, of modulus about $|\chi_{\bar h}|/8\sin^2\theta\simeq1\times10^{-5}$, depend on where the surface cuts the lattice, so the balance changes with the termination.

An asymmetric test (incidence $23.61^\circ$, exit $43.61^\circ$, $\chi_h\ne\chi_{\bar h}$ in the substrate, no buffer) compares with exact eigenmodes of four lateral orders. Near the substrate peak the errors are $1.1\times10^{-4}$ for $\sigma$ and $1.6\times10^{-4}$ for $\pi$. They grow by a factor 5.00 when $\chi$, strain and angular offsets are multiplied by five and the thickness divided by five, a scaling under which (\ref{riccati}) is invariant to leading order; the error is thus of first order in the small parameters. Near the film peak the error for $\sigma$ is $1.5\times10^{-5}$ with (\ref{delta}) and $4.0\times10^{-3}$ with the linearised geometry.

The treatment fails when either beam is grazing, since $\chi/\gamma^2$ is then not small and specular waves must be kept; when a second reciprocal vector approaches its Bragg condition; and for $\pi$ polarisation near $2\theta_B=90^\circ$, where $C\to0$ and the discarded terms are no longer small against the coupling. Laterally varying strain, as in relaxed or patterned films, prevents the reduction to an ordinary differential equation and requires (\ref{TT}) in two variables. The computed $R$ refers to a monochromatic plane wave and must be averaged over the divergence and bandwidth of a real beam.

\section*{Computed results}
\begin{verbatim}
photon energy 8000 eV, lambda 1.54980 A, K 4.05418 1/A
d 1.400 A, |h| 4.48799 1/A, theta_B 33.6075 deg, sin 0.55350
substrate chi0 -2.0000e-05 +1.0000e-06i, chih -8.0000e-06 +4.0000e-07i
film chi0 -5.0000e-05 +3.0000e-06i, chih -2.4000e-05 +1.4000e-06i
mean electron density: substrate 0.928, film 2.321 1/A^3
film 2000 A, buffer 500 A, strain 0.0050, u' 4.975124e-03, u(0) -11.1940 A
pi/|kappa|: substrate 107093 A, film 35508 A; |kappa| t film 0.1770
Darwin centre: formula 21.693, stop band 21.693 urad
Darwin width: formula 17.354, stop band 17.354 urad
substrate peak at 18.19 urad = 3.75 arcsec, R 0.7181
film peak formula -3248.40 urad; without refraction -3302.79 urad
film peak, no buffer: -3245.73 urad, R 0.02938
film peak, with buffer: -3227.49 urad = -665.72 arcsec, R 0.03350
fringe period at film peak (formula) 464.21 urad = 95.75 arcsec
mean period of six minima, no buffer: 463.61 urad, formula there 463.72 urad
recursion traced at the film peak with buffer:
  delta 2.181870e-02 1/A, h.u' film -2.232831e-02 1/A, sin(theta) 0.550810
  film P = Q -8.8325e-05 +5.1523e-06i 1/A, B +7.0793e-05 +1.1041e-05i 1/A
  film s +2.1391e-05 +5.7814e-05i 1/A, w +7.9063e-01 +6.7814e-02i
  X substrate -1.3404e-03 +6.6568e-05i, X buffer top -1.0011e-02 -1.1299e-02i
  X surface +8.0433e-03 -1.8286e-01i, X kinematic +8.0010e-03 -1.8499e-01i
  r recursion +1.2939e-02 -1.8258e-01i, r Helmholtz +1.2989e-02 -1.8259e-01i
  R recursion 0.03350, Helmholtz 0.03351, kinematic 0.03429
  |X_kin/X - 1| 0.0117, (kappa t)^2/3 0.0104
lamella error in X, n = 20 40 80 200: 6.19e-05 1.55e-05 3.87e-06 6.19e-07
max |r - r_Helmholtz|: substrate range 9.00e-05, film range 5.98e-05
scale |chi0 film|/sin^2 theta_B 1.63e-04
asymmetric test: incidence 23.61 deg, exit 43.61 deg, cos 2thetaB 0.3873
  s-pol error: substrate 1.09e-04, ratio for chi x5 5.00, film 1.45e-05, film linearised 3.97e-03
  p-pol error: substrate 1.60e-04, ratio for chi x5 5.00, film 1.63e-05, film linearised 1.95e-03
neutron energy 0.03406 eV, rho_b0 4.0e-06, rho_bh 3.0e-06 1/A^2
neutron chi0 -3.0582e-06, chih -2.2936e-06, kappa 8.4000e-06 1/A
neutron slab 98000 A: kappa t 0.8232, tanh^2 0.45807, full equation 0.45807
\end{verbatim}
